Site balance and steady growth in molecular layer deposition, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Counting the reactive groups

Q: You say that a film grown from two alternating molecular vapours can lose its ability to grow, even when both vapours are supplied without limit. I doubt it. If each pulse runs until nothing more reacts, why should the next cycle differ from the last?

A: Because a pulse stops when the surface has no reactive groups left for it, and the number of such groups is set by the pulse before. The supply of vapour is unlimited, but the supply of surface groups is not.

Let me fix the terms. Precursor A is a molecule with f_A identical reactive groups, and precursor B has f_B. A group of A can bond to a group of B, but two groups of the same kind do not react with each other. Before an A pulse the surface carries groups left by B. I call them sites and write X for their number per unit area. After the A pulse the surface carries unused groups of A, which are the sites for B. Their number per unit area is Y. One A pulse followed by one B pulse is a cycle, and excess vapour is pumped away after each pulse.

For the moment I assume three things: every site reacts during its pulse, every unused group can be reached by the next pulse, and no bound molecule leaves the surface. The first two will be relaxed below. Nothing in the counting depends on the unit of length, so the algebra holds in atomic units as well as in nanometres.

Q: Then let A have three groups. One of them bonds to the surface and two are left. The number of sites doubles in each A pulse, and I see no shortage.

A: That is right if every molecule uses one site. A molecule may also bend down and bond with a second group to a neighbouring site. It then uses two sites and leaves one group. Such a double bond to the surface, a bridge, costs two groups of the molecule and two sites.

Suppose n molecules per unit area are bound in the pulse, and let m be the mean number of sites used per molecule. All X sites are used, so

m n = X, and therefore n = X/m.

The n molecules brought f n groups with them. Each bond uses one site and one group of the incoming molecule, so the number of groups used equals the number of sites used, which is X. The number left over is

f n − X = f X/m − X = X (f/m − 1).

The pulse has multiplied the number of sites by f/m − 1. With f = 3 and m = 1 this is your factor of two. With f = 3 and m = 2 it is one half. With m = f it is zero, because every group of every molecule is bound and nothing is left for the next pulse.

Q: The molecules will not all do the same thing. Suppose half of the A molecules make one bond and half make two. The first kind has f/m = 3 and the second has f/m = 1.5. The average is 2.25, and subtracting one gives a factor of 1.25. Is that what you mean by an average?

A: No, and the difference matters. Count a hundred molecules. Fifty use one site each and fifty use two, which makes 150 sites. The first fifty leave two groups each and the second fifty leave one each, which makes 150 new sites. The factor is 1, not 1.25.

The derivation shows why. It needs the total number of sites used divided by the number of molecules, so m is the plain mean over molecules, here 1.5, and the factor is 3/1.5 − 1 = 1. Your average gives both kinds of molecule the same weight in a ratio that is taken per site. A molecule with two bonds accounts for twice as many sites as a molecule with one. If you want to average the factors themselves, you must weight them by sites. One third of the sites go to single-bonded molecules, with factor 2, and two thirds go to double-bonded ones, with factor 1/2. The sum is 2/3 + 1/3 = 1, as it must be.

Q: Very well. What must hold if the film is to grow at the same rate in every cycle?

A: The number of sites must return to its value after one full cycle. The A pulse gives

Y = X (f_A/m_A − 1),

and the B pulse then gives

X′ = Y (f_B/m_B − 1) = X (f_A/m_A − 1)(f_B/m_B − 1).

Steady growth means X′ = X. There is a trivial solution, X = 0, in which nothing grows. For X different from zero we may divide by it and find

(f_A/m_A − 1)(f_B/m_B − 1) = 1.

The single factors need not be one. One precursor may multiply the sites while the other thins them out.

Q: A product of two shifted ratios is not something I can picture. Does it have a plainer form?

A: It does. Define u = m_A/f_A, the fraction of A's groups that bond during the pulse in which A arrives, and v = m_B/f_B, the same fraction for B. Then

f_A/m_A − 1 = 1/u − 1 = (1 − u)/u,

and likewise for B. Setting the product to one and multiplying by uv gives

(1 − u)(1 − v) = uv.

The left side is 1 − u − v + uv. The term uv cancels, and what remains is

u + v = 1, that is, m_A/f_A + m_B/f_B = 1.

Since u and v are positive, each step can be reversed, so the two forms are equivalent.

The picture is this. Each bond in the film joins a group of A to a group of B. It was made either in an A pulse, when the A molecule was the newcomer, or in a B pulse. In steady growth a group of A that does not bond on arrival bonds in the B pulse that follows. The fraction of bonds made in A pulses is u, the fraction made in B pulses is v, and together they are all the bonds.

Q: Then take the simplest case, two precursors with two groups each. I would expect chains that grow upwards for ever.

A: The condition becomes m_A/2 + m_B/2 = 1, or m_A + m_B = 2. A bound molecule uses at least one site, so neither m can be less than one. The sum can therefore be 2 only if m_A = m_B = 1. Not one molecule in a steady cycle may form a bridge. If some do, the product is less than one and sites are lost in every cycle.

For general precursors the smallest possible value of u + v is 1/f_A + 1/f_B. If one precursor has three groups and the other two, this is 1/3 + 1/2 = 5/6. There is then room for some bridges, and in fact steady growth requires them. If no bridges formed, the factors would be 2 and 1 and the number of sites would double in each cycle. That cannot go on for long on a surface of fixed area.

Q: Does the amount of bridging also decide the composition of the film?

A: Under the present assumptions it does not. Look at the groups brought in during one steady cycle. Molecules of A number n_A per unit area. Their groups either used up the X sites or became the Y new ones:

f_A n_A = X + Y.

The groups of B either used up the Y sites or became the X sites for the next cycle:

f_B n_B = Y + X.

The right sides are equal, so

f_A n_A = f_B n_B.

For f_A = 3 and f_B = 2 the film takes up three molecules of B for every two of A, whatever the bridging. Bridging affects how many molecules are added per cycle, but not their ratio. The second equation used the fact that the site number returns to X, so this fixed ratio belongs to steady growth. While the number of sites still drifts, the ratio differs from it.

Q: Real pulses are finite. Suppose one tenth of the sites have not reacted when the vapour is pumped away. Does your condition fail?

A: It depends on what becomes of those sites. Take first the case in which they stay in reach and can react in the next pulse of the same precursor. The surface may then carry both kinds of site at once. I assume that they do not react with each other.

Let X and Y now be the two numbers just before the A pulse. A fraction θ_A of the X sites reacts in that pulse, and a fraction θ_B of the Y sites reacts in the B pulse. Write a = f_A/m_A − 1 and b = f_B/m_B − 1, with m still the number of sites used per bound molecule. After the A pulse there are

X₁ = (1 − θ_A) X and Y₁ = Y + θ_A a X.

After the B pulse there are

X₂ = X₁ + θ_B b Y₁ and Y₂ = (1 − θ_B) Y₁.

In a steady cycle X₂ = X. Inserting X₁ and cancelling X leaves

θ_B b Y₁ = θ_A X.

Also Y₂ = Y, where Y = Y₁ − θ_A a X from the A pulse. Cancelling Y₁ leaves

θ_B Y₁ = θ_A a X.

Put the second result into the first. The left side becomes b θ_A a X, so that θ_A a b X = θ_A X. With θ_A and X different from zero this gives

a b = 1.

The fractions θ have dropped out. Sites that wait for a later pulse do not change the balance, though they can lower the growth per cycle.

Q: And if they do not wait, but are covered by the growing film?

A: Then they are lost, and the condition does change. Suppose all reachable sites react, but a fraction y_A of the groups newly made by A can be reached by B, and a fraction y_B of those made by B can be reached by A. Each pulse then carries an extra factor, Y = y_A a X and X′ = y_B b Y. Steady growth requires

y_A y_B a b = 1.

The product ab must now exceed one to make up for the burial. The fixed ratio f_A n_A = f_B n_B is in general lost too, because buried groups end up without a partner. It survives only if equal numbers of both kinds are buried. So the statement that the product of the two factors is one holds if no groups are lost. With burial it is the product of the factors y (f/m − 1) that must be one.

Q: Suppose nothing is buried, but the product is not one. What do I see?

A: If m_A and m_B are constants, each cycle multiplies X by the same number P = ab, and after N cycles

X_N = X₀ P^N.

Take f_A = 3, m_A = 1.3, f_B = 2 and m_B = 1.2. Then a = 3/1.3 − 1 = 1.308 and b = 2/1.2 − 1 = 0.667, so P = 0.872. After five cycles half of the sites are left, since 0.872⁵ = 0.504. With constant m the material added per cycle is proportional to X. The total thickness is then a geometric series, and it never exceeds 1/(1 − P) = 7.8 times the growth of the first cycle.

With P above one the sites would multiply without bound. With P equal to one any value of X would persist, but nothing would restore it after a disturbance.

Q: This is what troubles me. You need a product of exactly one, and nobody tunes a molecule to do that. By your own argument steady growth should never be seen.

A: It would need such tuning if m were a fixed property of the molecule. But a molecule can form a bridge only if a second site is in reach. On a crowded surface bridges are likely and m is large, so the number of sites falls. On a sparse surface bridges are rare and m is close to one. If one precursor has more than two groups, the number of sites then rises. The density of sites can therefore adjust itself until the product is one.

Q: That is a story. Can you give me an m that follows from stated assumptions?

A: Here is a simple model. Let s be the density of sites that are still free at some moment during the pulse. A molecule makes its first bond at a random free site. It may then make one extra bond, but no more. It finds a free neighbour at a rate κs, where κ is an area per unit time. In competition with this, it goes out of reach at a rate w, for example by standing up and being held upright by its neighbours. I treat the sites as well mixed, so that the mean density s describes every neighbourhood. This is a mean-field assumption. I also take the competition to be over before s has changed noticeably.

The chance that neither event has happened by time t is exp[−(κs + w)t]. The chance p of an extra bond is the rate κs times this, integrated over all times:

p = κs/(κs + w) = cs/(1 + cs), with c = κ/w.

The constant c is an area, and I call it the reach area. It is a ratio of rates and need not equal the geometric area that the molecule can sweep.

Q: But s falls during the pulse. The first molecules find many neighbours and the last find hardly any. Which p am I to use?

A: All of them in turn. When dn molecules are bound, the density of free sites changes by

ds = −(1 + p) dn.

From the formula for p,

1 + p = (1 + cs + cs)/(1 + cs) = (1 + 2cs)/(1 + cs).

The pulse starts at s = X and ends at s = 0. Solving for dn and reversing the limits to absorb the minus sign, we get

n(X) = ∫₀^X (1 + cs)/(1 + 2cs) ds.

The numerator can be written as 1 + cs = ½(1 + 2cs) + ½. The integrand is therefore ½ + ½/(1 + 2cs), and

n(X) = X/2 + ln(1 + 2cX)/(4c).

The mean number of bonds per molecule over the whole pulse is m = X/n(X). The next pulse finds the site density

g(X) = f n(X) − X.

Q: Does this m behave as you promised?

A: It does. The ratio n/X is the average of the integrand over the interval from 0 to X, and the integrand falls as s grows. So n/X falls with X, and m rises. For small cX we use ln(1 + z) ≈ z − z²/2 with z = 2cX. This gives n ≈ X − cX²/2 and hence m ≈ 1 + cX/2. On a sparse surface m tends to one. For large cX the logarithm is negligible beside X/2, and m tends to two, the largest value that the model allows.

## Part 2. How the surface finds its steady state

Q: Before I object further, what are we carrying over?

A: A precursor has f groups and uses m sites per molecule, averaged over molecules. It finds X sites per unit area, binds n = X/m molecules and leaves X(f/m − 1) sites. A steady cycle of A and B needs

(f_A/m_A − 1)(f_B/m_B − 1) = 1, or m_A/f_A + m_B/f_B = 1,

and then f_A n_A = f_B n_B. If a fraction y of the new groups stays in reach, each factor is multiplied by its y. In the mean-field model a molecule can make one extra bond, and its reach area is c. Then

n(X) = X/2 + ln(1 + 2cX)/(4c) and g(X) = f n(X) − X,

where g(X) is the site density found by the next pulse. For A this density is called Y.

Q: You claimed that the density adjusts itself. Why should there be a steady density at all, and why not several?

A: We need the slope of g. The derivative of n is the integrand that defined it, taken at s = X, so

g′(X) = f (1 + cX)/(1 + 2cX) − 1.

The fraction (1 + cX)/(1 + 2cX) has the derivative

[c(1 + 2cX) − 2c(1 + cX)]/(1 + 2cX)² = −c/(1 + 2cX)²,

which is negative. The fraction falls from 1 at X = 0 towards ½ at large X. Hence for f ≥ 2 the slope g′ is positive, and it falls from f − 1 towards f/2 − 1.

A full cycle takes X to F(X) = g_B(g_A(X)). By the chain rule

F′(X) = g_B′(Y) g_A′(X), with Y = g_A(X).

As X rises, Y rises too. Both factors are positive and both fall, so F′ is positive and falls steadily. Since F(0) = 0, the ratio F(X)/X is the average of F′ over the interval from 0 to X. It too falls steadily, from

F′(0) = (f_A − 1)(f_B − 1)

towards

F′(∞) = (f_A/2 − 1)(f_B/2 − 1).

A steady density is a point where F(X)/X = 1. A steadily falling ratio passes through one at most once, and it does so if and only if F′(0) > 1 > F′(∞). With three and two groups the limits are 2 and 0, so there is one nonzero steady density.

Within the mean-field model there is at most one nonzero steady site density, and with three groups on one precursor and two on the other there is exactly one. It remains to show whether the surface returns to that density after a disturbance, and what growth the model gives in a numerical example.

Numerical values quoted here were computed with a short program.
